# Energy gain in single-surface multipactor with a tangential rf field

A flat dielectric fills the region \(y<0\), with vacuum above it. The surface has lost electrons and carries positive charge, which produces a uniform, constant field \(E_{dc}>0\) along \(+y\). An rf field of amplitude \(E_0\) and angular frequency \(\omega\) acts along the surface. At \(t=0\) an electron of charge \(-e\) and mass \(m\) leaves the surface with normal velocity \(v_n>0\) and tangential velocity \(v_{x0}\). During its flight the rf field is

\[
E_x(t)=E_0\sin(\omega t+\theta),
\]

where \(\theta\) is the rf phase at emission.

In parts (a) to (g), assume nonrelativistic motion and neglect the rf magnetic force, gas collisions and the field of the other electrons in flight. The rf period is \(T=2\pi/\omega\). Define

\[
v_q=\frac{eE_0}{m\omega},\qquad U_p=\frac{e^2E_0^2}{4m\omega^2}=\frac{mv_q^2}{4}.
\]

## (a) The normal motion

**Question.** Find the flight time \(\tau\), the normal velocity at impact and the greatest height reached.

**Answer.** The force on the negative charge is \(-eE_{dc}\), directed towards the surface:

\[
m\frac{dv_y}{dt}=-eE_{dc}.
\]

Integrating twice, with \(v_y(0)=v_n\) and \(y(0)=0\), gives

\[
v_y=v_n-\frac{eE_{dc}}{m}t,\qquad
y=t\left(v_n-\frac{eE_{dc}}{2m}t\right).
\]

The height is zero at emission and again when the bracket vanishes, so

\[
\tau=\frac{2mv_n}{eE_{dc}}.
\]

At that time \(v_y(\tau)=v_n-2v_n=-v_n\). The normal kinetic energy is therefore the same at impact as at emission, and any energy gain must come from the tangential motion.

The top of the path is at \(t=\tau/2\), where \(v_y=0\). The velocity falls linearly from \(v_n\) to zero on the way up, so its mean is \(v_n/2\), and the height is

\[
h=\frac{v_n}{2}\,\frac{\tau}{2}=\frac{v_n\tau}{4}.
\]

The rf field does not enter \(\tau\): in this model all electrons with the same \(v_n\) have the same flight time, whatever their phase.

## (b) The gain at a given phase

**Question.** Find the difference \(\Delta K\) between impact and emission energy for given \(\theta\). Can an electron lose energy?

**Answer.** The tangential equation of motion is

\[
m\frac{dv_x}{dt}=-eE_0\sin(\omega t+\theta).
\]

Since the integral of \(-\sin(\omega t+\theta)\) is \(\cos(\omega t+\theta)/\omega\),

\[
v_x(\tau)=v_{x0}+v_qC,\qquad C=\cos(\omega\tau+\theta)-\cos\theta .
\]

The normal energy is unchanged, so

\[
\Delta K=\frac m2\left[(v_{x0}+v_qC)^2-v_{x0}^2\right]
=mv_{x0}v_qC+\frac m2v_q^2C^2 .
\]

The first term can have either sign. The square \((v_{x0}+v_qC)^2\) is never negative, which gives the bound

\[
\Delta K\ge-\frac m2v_{x0}^2 .
\]

An electron can lose at most its tangential emission energy. If it leaves along the normal, \(v_{x0}=0\) and it cannot lose energy. If \(v_{x0}\neq0\), it loses energy when \(v_qC\) lies between \(0\) and \(-2v_{x0}\). For \(v_q\gg|v_{x0}|\) and a flight time well away from a whole number of periods, this happens in a narrow range of phases only.

## (c) The phase average

**Question.** Let \(\theta\) be uniformly distributed over \(0\le\theta<2\pi\), independently of the emission velocity. Find the mean gain, and examine the limit of short flights.

**Answer.** Angle brackets denote the average over \(\theta\) at fixed emission velocity. A cosine averages to zero over a full turn, so \(\langle C\rangle=0\), and the term linear in \(v_{x0}\) drops out. The square is

\[
C^2=\cos^2(\omega\tau+\theta)+\cos^2\theta-2\cos(\omega\tau+\theta)\cos\theta .
\]

Each squared cosine averages to \(1/2\). For the product, use

\[
2\cos(\omega\tau+\theta)\cos\theta=\cos(\omega\tau+2\theta)+\cos\omega\tau .
\]

The first term on the right averages to zero and the second does not depend on \(\theta\). Hence

\[
\langle C^2\rangle=1-\cos\omega\tau=2\sin^2\frac{\omega\tau}{2}.
\]

With \(mv_q^2/2=2U_p\), the mean gain is

\[
\boxed{\langle\Delta K\rangle=2U_p(1-\cos\omega\tau)=4U_p\sin^2\frac{\omega\tau}{2}}
\]

For \(\omega\tau\ll1\), \(\sin(\omega\tau/2)\approx\omega\tau/2\), and therefore

\[
\langle\Delta K\rangle\approx U_p\omega^2\tau^2=\frac{e^2E_0^2\tau^2}{4m}.
\]

The frequency has cancelled, because the field hardly changes during the flight. Except at phases close to a zero of the field, which contribute little to the average, an electron launched along the normal feels a nearly steady force \(-eE_0\sin\theta\) and acquires a velocity of about \(-eE_0\tau\sin\theta/m\). With \(\langle\sin^2\theta\rangle=1/2\) this gives the same mean energy. Inserting \(\tau\) from part (a),

\[
\langle\Delta K\rangle\approx mv_n^2\left(\frac{E_0}{E_{dc}}\right)^2 .
\]

In this limit a stronger restoring field lowers the gain by shortening the flight.

The greatest mean gain, \(4U_p\), occurs at \(\tau=T/2\) and at odd multiples of it.

## (d) Flight time equal to the rf period

**Question.** Show that the mean gain vanishes at \(\tau=T\). Does this depend on the uniform distribution of phases? How does the gain behave close to this point?

**Answer.** At \(\tau=T\), \(\omega\tau/2=\pi\), and \(\sin^2\pi=0\), so the mean gain is zero. The same holds at \(\tau=nT\) with \(n=1,2,3,\dots\)

A stronger statement follows from the identity \(\cos A-\cos B=-2\sin\frac{A+B}{2}\sin\frac{A-B}{2}\), with \(A=\omega\tau+\theta\) and \(B=\theta\):

\[
C=-2\sin\frac{\omega\tau}{2}\,\sin\!\left(\theta+\frac{\omega\tau}{2}\right).
\]

The first sine vanishes at \(\tau=nT\), so \(C=0\) for every \(\theta\). Each electron separately returns with its emission energy, and the null holds for any distribution of phases. The reason is that the rf impulse over a whole period is zero.

In general the electron does not land where it started. Integrating \(v_x(t)\) over one period gives

\[
x(T)-x(0)=\int_0^T\left\{v_{x0}+v_q[\cos(\omega t+\theta)-\cos\theta]\right\}dt
=(v_{x0}-v_q\cos\theta)T ,
\]

because the oscillating term integrates to zero.

Away from the null the phase distribution does matter. At \(\tau=T/2\), \(C=-2\cos\theta\). Uniform phases give \(\langle C^2\rangle=2\). If the phases instead carry the weight \(1+\cos2\theta\), whose mean is one, then \(4\cos^2\theta=2(1+\cos2\theta)\) gives

\[
\langle C^2(1+\cos2\theta)\rangle=2\langle(1+\cos2\theta)^2\rangle=2\left(1+\tfrac12\right)=3 .
\]

The linear term still averages to zero, since \(\langle\cos\theta\,(1+\cos2\theta)\rangle=0\). The mean gain is thus 1.5 times the uniform value.

Near the null, put \(\tau=T(1+\delta)\). Then \(\omega\tau/2=\pi+\pi\delta\), and for \(|\delta|\ll1\)

\[
\langle\Delta K\rangle=4U_p\sin^2(\pi\delta)\approx4\pi^2U_p\delta^2 .
\]

The gain rises quadratically on both sides.

## (e) Numbers

**Question.** Take a frequency of 3.0 GHz, \(E_0=10\) kV/cm and emission along the normal with 2.0 eV. Find \(4U_p\), the restoring field for \(\tau=T\), and the corresponding height and sideways shift.

**Answer.** The period is \(T=333.3\) ps. The two velocities are

\[
v_n=\sqrt{\frac{2(2.0\ \text{eV})}{m}}=8.388\times10^5\ \text{m/s},\qquad
v_q=\frac{eE_0}{m\omega}=9.331\times10^6\ \text{m/s}.
\]

From \(U_p=mv_q^2/4\) one finds \(U_p=123.75\) eV, so the greatest mean gain is \(4U_p=495\) eV. The greatest gain at a single phase occurs for \(C^2=4\). It is \(2mv_q^2=8U_p=990\) eV.

Setting \(\tau=T\) in part (a), and using \(m\omega/e=E_0/v_q\), gives

\[
E_{dc}=\frac{2mv_n}{eT}=\frac{m\omega v_n}{\pi e}=\frac{E_0v_n}{\pi v_q}
=\frac{10\times0.8388}{\pi\times9.331}\ \text{kV/cm}=0.286\ \text{kV/cm}.
\]

The height is \(h=v_nT/4=70\) µm. The largest sideways shift is \(v_qT=3.1\) mm, so the path is far longer along the surface than away from it.

The mean gain was also found by integrating the equations of motion up to landing, for 24 equally spaced phases and \(v_{x0}=0.6v_n\):

| \(\tau/T\) | Trajectories (eV) | Formula (eV) |
|---|---|---|
| 0.25 | 247.51 | 247.51 |
| 0.50 | 495.02 | 495.02 |
| 0.90 | 47.27 | 47.27 |
| 1.00 | 0.00 | 0.00 |

At \(\tau=T\) the gain vanished at each of these phases to within rounding. The quadratic estimate of part (d) gives 48.9 eV at \(\delta=-0.1\), about 3% above the full formula.

The lowest gain among these 24 phases for \(\tau/T=0.25\) is \(-0.00\) eV, which does not demonstrate an energy loss. By part (b) the loss can reach \(0.6^2\times2.0=0.72\) eV. However, any loss at all requires \(0<|C|<1.2v_n/v_q=0.108\), with the sign of \(C\) opposite to that of \(v_{x0}\). Since \(|C|=\sqrt2\,|\sin(\theta+\pi/4)|\) here, the losing phases lie within about \(4.4^\circ\) of a zero of \(C\). The sampled phases, \(15^\circ\) apart, fall on the zeros and outside these ranges.

## (f) Consequence for multiplication

**Question.** Suppose that an impact must bring at least 50 eV to release more than one electron on average (the first crossover energy). For which restoring fields near the null is the mean impact energy too low? What is the largest restoring field at which it reaches 50 eV?

**Answer.** The mean impact energy is the emission energy plus the mean gain. It equals 50 eV when

\[
\sin^2\frac{\pi\tau}{T}=\frac{50-2}{495}=0.0970 .
\]

The smallest positive solution is \(\tau/T=0.101\). By the symmetry of \(\sin^2\), the mean impact energy is also below 50 eV for \(|\tau/T-1|<0.101\). With \(v_n\) held fixed, \(E_{dc}\) is inversely proportional to \(\tau\), so the edges of this band are

\[
\frac{0.2861}{1.1008}=0.260\ \text{kV/cm}\quad\text{and}\quad
\frac{0.2861}{0.8992}=0.318\ \text{kV/cm}.
\]

The short-flight solution gives the largest field, \(0.2861/0.1008=2.84\) kV/cm, about ten times the field of the null. Above it the flight is too short for the mean impact energy to reach 50 eV.

These limits are a guide and not a threshold for multipactor. The yield is a nonlinear function of impact energy, so the mean yield differs from the yield at the mean energy. At the null itself this difficulty disappears: for normal launch every impact has 2 eV.

## (g) A spread of emission energies

**Question.** Let the normal emission energy be exponentially distributed with mean \(W\), at fixed \(E_{dc}\). Find the mean gain. Evaluate it for \(W=2.0\) eV at the field found in part (e).

**Answer.** Write the normal energy as \(Wu^2\). Its probability density is \(e^{-u^2}\,d(u^2)=2u\,e^{-u^2}du\). The flight time is proportional to \(v_n\), hence to \(u\), so \(\omega\tau=ru\), where \(r\) is the value of \(\omega\tau\) for an electron of normal energy \(W\). Averaging the result of part (c),

\[
\overline{\langle\Delta K\rangle}=2U_p\int_0^\infty2u\,e^{-u^2}(1-\cos ru)\,du .
\]

The term 1 integrates to 1. For the cosine, integrate by parts using \(2u\,e^{-u^2}=-\frac{d}{du}e^{-u^2}\):

\[
\int_0^\infty2u\,e^{-u^2}\cos ru\,du=1-rS(r),\qquad
S(r)=\int_0^\infty e^{-u^2}\sin ru\,du .
\]

To evaluate \(S\), differentiate it with respect to \(r\). This produces half of the integral just found:

\[
\frac{dS}{dr}=\int_0^\infty u\,e^{-u^2}\cos ru\,du=\frac{1-rS}{2}.
\]

Multiplying by \(e^{r^2/4}\) turns this into \(\frac{d}{dr}(e^{r^2/4}S)=\frac12e^{r^2/4}\). With \(S(0)=0\) and the substitution \(s=2t\),

\[
S(r)=\frac12e^{-r^2/4}\int_0^re^{s^2/4}ds
=e^{-r^2/4}\int_0^{r/2}e^{t^2}dt=D(r/2),
\]

where \(D\) is the Dawson function. Therefore

\[
\overline{\langle\Delta K\rangle}=2U_p\,r\,D(r/2).
\]

For small \(r\), \(D(r/2)\approx r/2\), and the mean gain is \(U_pr^2\), the short-flight result of part (c). For large \(r\), the differential equation gives \(S\approx1/r\), and the mean gain tends to \(2U_p\): the flight times then cover many rf cycles and \(\cos\omega\tau\) averages out.

At the field of part (e), \(r=2\pi\). The factor is \(2\pi D(\pi)=1.062\), and

\[
\overline{\langle\Delta K\rangle}=1.062\times2\times123.75\ \text{eV}=263\ \text{eV}.
\]

The null has disappeared. It requires a flight time equal to a whole number of rf periods, and a broad energy spread at fixed restoring field mixes in many electrons that do not meet this condition.

## (h) Magnetic force, electron cloud and a real window

**Question.** Return to a single emission energy of 2.0 eV along the normal and to the field of part (e). Assess the rf magnetic force, the field of the electron cloud and gas collisions. What does the result mean for a high-power microwave window?

**Answer.** Consider first a plane wave travelling away from the surface. Its magnetic field is \(B_z=-E_x/c\) in the sign convention used here. The normal magnetic force is \(+ev_xB_z=-ev_xE_x/c\). Now \(-ev_xE_x\) is the rate at which the electric field does work on the tangential motion, so to leading order in \(v/c\)

\[
mv_y(t)=mv_n-eE_{dc}t+\frac{1}{c}\,\frac{m}{2}\left[v_x^2(t)-v_{x0}^2\right].
\]

For \(v_{x0}=0\) the last term is never negative. The magnetic force points inwards whenever the rf field slows the tangential motion, but its accumulated impulse is never directed inwards, so the electron's return is delayed. The scale of the magnetic force relative to the restoring force is

\[
\frac{v_qE_0}{cE_{dc}}=\frac{\pi v_q^2}{cv_n}=1.09 ,
\]

which is not small. Relativistic integration with this wave gives flight times between \(1.08T\) and \(1.22T\) over the 24 phases, and a mean gain of 111 eV instead of zero. For a wave travelling towards the surface, as on the input face of a matched window, \(B_z\) and the last term change sign and the electron returns early: the flight times lie between about \(0.65T\) and \(0.91T\), and the mean gain is about 250 eV.

The model is much better at an electric antinode of a standing wave. There the rf magnetic field is zero at the surface, and at height \(y\ll c/\omega\) its amplitude is only \((E_0/c)(\omega y/c)\). At the top of the path \(\omega h/c=\pi v_n/(2c)=0.0044\). The same integration then gives a mean gain of 0.02 eV.

The cloud of electrons in flight weakens the restoring field with height. By Gauss's law, a cloud of areal density

\[
\frac{\varepsilon_0E_{dc}}{e}=1.6\times10^8\ \text{cm}^{-2}
\]

would cancel it completely above the cloud, with \(E_{dc}\) read as the total field at the surface when the cloud is present. If the field falls linearly with height and is 10% weaker at the nominal apex \(h\), integration gives \(\tau=1.076T\). A static field still returns the electron with its original normal speed, so the gain follows from part (c): \(495\sin^2(1.076\pi)\approx28\) eV. The linear profile is only an illustration. A steady cloud of single-energy electrons has a density proportional to \(1/|v_y|\), so the field seen by a rising electron falls linearly in time; a 10% drop at the apex then gives \(\tau=T/0.95=1.053T\) and about 13 eV. The uniform-field model thus needs a cloud density well below the cancelling value. This is a real restriction: in a flat, neutral arrangement without an applied static field, the cloud has exactly the cancelling density if all electrons missing from the surface are in flight above it. Without an applied static field, the model therefore supposes that most of the missing electrons have settled elsewhere, for example on metal walls. It also supposes that all these charges together leave a nearly uniform field, normal to the surface, along the electron's path.

Gas collisions are negligible in good vacuum. At \(10^{-7}\) Torr and 300 K, with a rough cross-section of \(10^{-15}\) cm² and a path shorter than \(2v_qT\) (the tangential speed never exceeds \(2v_q\)), there are at most about \(2\times10^{-6}\) collisions per flight.

The frequency, rf field, emission energy and crossover energy are rough values in the regime of a ceramic vacuum window for high-power S-band microwaves. Two assumptions are poor there. Secondary electrons leave with a spread of energies comparable with their mean, which in the exponential model raises the mean gain at the null field from zero to 263 eV. The rf magnetic force is also not generally negligible at a window that transmits power. For the free plane wave considered above, the mean gain is 111 eV even with a single emission energy. This is not a prediction for a particular window, because the waveguide mode and partial reflections change the magnetic field at the surface. Both model values exceed the assumed crossover energy, although a mean energy alone does not fix the yield. The restoring field is also not a free setting: it comes from the charge the surface has lost, and it changes as multipactor proceeds. Choosing conditions so that \(\tau=T\) at the mean emission energy is therefore not a reliable way to suppress multipactor. At the restoring field of part (e), the null survives closely if the spread of normal emission velocities is narrow, the rf magnetic field at the surface is weak and the electron cloud is dilute. A steady cloud whose field depends only on height need not destroy the null: returning electrons with the same \(v_n\) still share one flight time, which a readjusted surface field can bring back to \(T\). In a travelling wave a readjusted restoring field can lower the mean gain again, but the flight time still depends on the phase, so the gain does not vanish for every electron.

## Calculated quantities

```
rf frequency: 3.0 GHz
rf period T: 333.3 ps
rf field amplitude: 10.0 kV/cm
normal emission energy: 2.0 eV
normal emission velocity: 8.388e+05 m/s
rf velocity v_q: 9.331e+06 m/s
U_p: 123.75 eV
greatest mean gain 4 U_p: 495.0 eV
greatest single-phase gain, normal launch: 990.0 eV
restoring field for tau = T: 0.2861 kV/cm
apex height at tau = T: 69.9 um
largest sideways shift at tau = T: 3.11 mm
table launch: v_x0/v_n = 0.6
tau/T 0.25: trajectories 247.51 eV, formula 247.51 eV
tau/T 0.50: trajectories 495.02 eV, formula 495.02 eV
tau/T 0.75: trajectories 247.51 eV, formula 247.51 eV
tau/T 0.90: trajectories 47.27 eV, formula 47.27 eV
tau/T 1.00: trajectories 0.00 eV, formula 0.00 eV
tau/T 2.00: trajectories 0.00 eV, formula 0.00 eV
largest single-phase |gain| at tau = T: 6.3e-13 eV
lowest single-phase gain at tau/T 0.25: -0.00 eV
half-period mean, weighted/uniform phases: 1.500
rough crossover energy: 50 eV
mean impact energy below it for |tau/T - 1| < 0.1008
band lower field: 0.2599 kV/cm
band upper field: 0.3182 kV/cm
short-flight limit tau/T: 0.1008
short-flight limit field: 2.839 kV/cm
Neglected effects at the null field (mean gain):
exponential energy spread: 262.8 eV
spread factor 2 pi D(pi): 1.0618
relativity alone: 0.0000 eV
antinode wave with relativity: 0.0181 eV
travelling wave with relativity: 110.6 eV
travelling-wave tau/T, least: 1.081
travelling-wave tau/T, greatest: 1.218
magnetic/restoring force scale, travelling: 1.09
field 10 % weaker at nominal apex: 27.7 eV
tau/T with that weaker field: 1.0760
cloud density that cancels field: 1.58e+08 cm^-2
gas pressure (rough): 1e-07 Torr
gas temperature: 300 K
gas cross-section (rough): 1e-15 cm^2
gas collisions per flight, estimate: 2.0e-06
```
